# Why silicon core levels shift together when valence charge leaves

## Problem

A free silicon atom has the configuration $1s^2\,2s^2\,2p^6\,3s^2\,3p^2$. A fraction $q=0.1$ of one 3p electron is taken away, and all orbitals are allowed to adjust. By how much do the 1s, 2s and 2p levels move, how nearly equal are the three shifts, and can the radii of the shells account for the differences?

The atom is described in the local density approximation (LDA), without relativity, without spin polarization and with a spherically averaged density. Exchange has the Slater form and correlation the Vosko–Wilk–Nusair form. Hartree atomic units are used, and shifts are given in millihartree (mHa). A "level" is a Kohn–Sham eigenvalue $\varepsilon_i$. Its shift is not a measured change of binding energy, because the atom's response to the hole left by an ejected core electron is not included.

Each orbital is represented by a real radial function $u_i(r)$ with $\int_0^\infty u_i^2\,dr=1$, so that $u_i^2\,dr$ is the probability of finding the electron between $r$ and $r+dr$. The mean radii $\langle r\rangle_i=\int r\,u_i^2\,dr$ in the neutral LDA atom, computed as described below, are

- 1s: 0.112 bohr
- 2s: 0.573 bohr
- 2p: 0.539 bohr
- 3p: 2.792 bohr

## First estimate by scaling

The 3p shell is several times larger than the core shells. Seen from the core, the missing electrons act as a positive charge $q$ spread over a distance $R$. This charge attracts a core electron and lowers its energy by about $q/R$, wherever in the core the electron is.

Differences arise because some of the charge is missing inside the core. If it is spread evenly over a ball of radius $R$, the part within $r$ is $q(r/R)^3$. By Gauss's law it pulls an electron inward with the force $q(r/R)^3/r^2=qr/R^3$. The potential energy therefore rises outward from its value at the centre by

$$\int_0^r \frac{q s}{R^3}\,ds=\frac{q r^2}{2R^3}.$$

A core shell of radius $a$ thus falls less than the centre by an amount of order $qa^2/R^3$, which is smaller than the common shift by a factor of order $(a/R)^2$.

The ball also supplies the prefactors. Its radial density is $3qr^2/R^3$, so the potential energy at the centre is

$$-\int_0^R\frac{1}{r}\,\frac{3qr^2}{R^3}\,dr=-\frac{3q}{2R},$$

and its mean radius is $\int_0^R r\,(3r^2/R^3)\,dr=3R/4$. Matching this to the 3p shell gives $R=\tfrac43\times2.792=3.723$ bohr. The common shift is then

$$-\frac{3\times0.1}{2\times3.723}=-0.0403\ \text{hartree}=-40.3\ \text{mHa}.$$

With $2R^3=103.2$ bohr³, the reductions are

$$\text{2s: }\frac{0.1\times0.573^2}{103.2}=0.32\ \text{mHa},\qquad
\text{2p: }\frac{0.1\times0.539^2}{103.2}=0.28\ \text{mHa},$$

and 0.01 mHa for 1s. The estimate predicts three shifts near $-40$ mHa that differ by less than one per cent, with 1s falling most and 2s least. It has ignored the true shape of the 3p orbital and the response of the other electrons.

## Solution

### The self-consistent atom

The radial functions obey

$$-\frac12u_i''+\left[\frac{l(l+1)}{2r^2}-\frac{Z}{r}+v_H(r)+v_{xc}(r)\right]u_i=\varepsilon_iu_i,\qquad Z=14.$$

Here $v_H$ is the electrostatic potential energy due to the electron density and $v_{xc}$ is the exchange-correlation potential. Both follow from the radial density $\rho=\sum_i f_iu_i^2$, where $f_i$ is the number of electrons in shell $i$. A fractional electron enters simply as $f_{3p}=2-q$.

The equations were solved on 91 Gauss–Lobatto–Legendre points mapped to $0\le r\le35$ bohr. The potential was updated by mixing old and new values until it reproduced itself. One calculation was made for the neutral atom and another for $q=0.1$. Subtracting their eigenvalues gives the shifts

$$\Delta\varepsilon_{1s}=-30.89,\qquad \Delta\varepsilon_{2s}=-30.52,\qquad \Delta\varepsilon_{2p}=-30.56\ \text{mHa},$$

or $-0.841$, $-0.830$ and $-0.831$ eV. The largest difference is 0.37 mHa, which is 1.2 per cent of the mean core shift. It remains to find out where the common part and the differences come from.

### From the potential to the shift

Let $H$ be the radial Hamiltonian of the neutral atom, and let a prime on $u_i$ or $\varepsilon_i$ now denote the atom with missing charge:

$$Hu_i=\varepsilon_iu_i,\qquad (H+\Delta v)u_i'=\varepsilon_i'u_i'.$$

Here $\Delta v=\Delta v_H+\Delta v_{xc}$ is the full self-consistent change of potential. Multiply the second equation by $u_i$ and integrate. Two integrations by parts move $H$ onto $u_i$, with no boundary terms because the orbitals vanish at both ends. Since $Hu_i=\varepsilon_iu_i$,

$$(\varepsilon_i'-\varepsilon_i)\int u_iu_i'\,dr=\int u_i\,\Delta v\,u_i'\,dr.$$

Now write $\Delta v=c+\delta(r)$ with a constant $c$. A constant moves a level without changing its orbital, so $u_i'$ differs from $u_i$ only through $\delta$. Dividing by the overlap gives

$$\Delta\varepsilon_i=c+\frac{\int u_i\,\delta\,u_i'\,dr}{\int u_iu_i'\,dr}.$$

Replacing $u_i'$ by $u_i$ on the right makes an error of second order in $\delta$. Hence

$$\Delta\varepsilon_i\simeq\int u_i^2\,(\Delta v_H+\Delta v_{xc})\,dr.$$

This works well for the core because $\Delta v$ is nearly constant there. It does not assume that the density of the other electrons is frozen, since their response is contained in $\Delta v$.

### From the missing charge to the potential

Let $m(r)$ be the old radial density minus the new one, and let $Q(r)=\int_0^r m(s)\,ds$ be the number of electrons missing within $r$. Where electrons have been gained, $m$ is negative. A spherical shell of charge acts outside itself as if it were at the centre, and produces a constant potential inside itself. Therefore

$$\Delta v_H(r)=-\frac{Q(r)}{r}-\int_r^\infty\frac{m(s)}{s}\,ds.$$

The minus signs appear because missing electrons mean less repulsion. Differentiation gives

$$\frac{d\,\Delta v_H}{dr}=-\frac{m}{r}+\frac{Q}{r^2}+\frac{m}{r}=\frac{Q(r)}{r^2}.$$

At the nucleus $Q/r$ vanishes, and the value there is $-C$ with $C=\int_0^\infty m/r\,dr$. Integrating outward from the nucleus,

$$\Delta v_H(r)=-C+\int_0^r\frac{Q(s)}{s^2}\,ds.$$

To average this over orbital $i$, exchange the order of the two integrations. A given $s$ contributes for every $r>s$, so it is multiplied by the outer fraction $w_i(s)=\int_s^\infty u_i^2\,dr$. The result is

$$\boxed{\Delta\varepsilon_i\simeq-C+T_i+X_i},\qquad
T_i=\int_0^\infty w_i(s)\frac{Q(s)}{s^2}\,ds,\qquad
X_i=\int_0^\infty u_i^2\,\Delta v_{xc}\,dr.$$

The term $C$ is the same for every level. Only $T_i$ and $X_i$ can separate them.

Two limits show what $T_i$ means. If all charge is missing outside a core shell, $Q=0$ wherever $w_i$ differs from zero, and $T_i=0$. If instead $Q=\kappa r^p$ over the extent of the shell, with $p>1$, integration by parts and $-dw_i/ds=u_i^2$ give

$$T_i=\kappa\int_0^\infty w_i\,s^{p-2}\,ds=\frac{\kappa}{p-1}\langle r^{p-1}\rangle_i.$$

For even filling $p=3$, and $T_i=\kappa\langle r^2\rangle_i/2$. With $\kappa=q/R^3$ this is the scaling estimate, apart from the replacement of $\langle r^2\rangle$ by $\langle r\rangle^2$.

### First case: frozen orbitals

Suppose first that the other electrons do not respond, and keep only the electrostatic terms. Then $m=q\,u_{3p}^2$ is nowhere negative, so $Q\ge0$ and $T_i\ge0$. If one shell has the larger $w_i$ at every $s$, as 2s and 2p have compared with 1s, it falls less. The mean radii alone do not settle the order of 2s and 2p. Near the nucleus $u_{2s}^2\propto r^2$ exceeds $u_{2p}^2\propto r^4$, so $w_{2s}<w_{2p}$ there. Since $\int_0^\infty w_i\,ds=\langle r\rangle_i$ is larger for 2s, the inequality must reverse farther out. The order of these two has to be computed.

Evaluating the integrals with the neutral-atom orbitals gives $C=48.67$ mHa and

$$T_{1s}=0.22,\qquad T_{2s}=3.66,\qquad T_{2p}=3.35\ \text{mHa}.$$

The frozen shifts are therefore $-48.45$, $-45.01$ and $-45.32$ mHa.

A simpler picture puts each core electron on a thin shell at its mean radius, so that $T_i\approx\int_0^{\langle r\rangle_i}Q/s^2\,ds$. This gives 4.04 mHa for 2s and 3.80 mHa for 2p, which are 10 and 13 per cent above the full averages. For 1s it gives 0.12 mHa, about half the full value. Near the nucleus a p orbital has $u^2\propto r^4$, hence $Q\propto r^5$, and the limit above gives $T\propto\langle r^4\rangle$. Such an average is larger than $\langle r\rangle^4$, because the outer part of the shell counts most. This gives the direction of the error but overstates its size. For a hydrogen-like 1s orbital, $u^2\propto r^2e^{-2\zeta r}$, one has $\langle r\rangle=1.5/\zeta$ and $\langle r^4\rangle=22.5/\zeta^4$, so the pure power law would give a ratio of 4.4, while the actual ratio is 1.9. Across the 1s shell $Q$ already grows more slowly than $r^5$. A single radius is thus a fair guide for 2s and 2p, but a poor one for the small 1s term.

### Second case: relaxed orbitals

In the self-consistent atom the missing density has three parts: the removed 3p charge, the response of the remaining 3s and 3p electrons, and the response of the core. Each response only moves electrons about, so its integral over all $r$ is zero. It can still change the potential. The three parts of $C$ are

$$C=48.67-17.56-0.62=30.49\ \text{mHa}.$$

The negative terms mean that, weighted by $1/r$, the responding electrons have moved inward. With less repulsion the valence shell contracts, and this cancels 36 per cent of the frozen common shift.

The terms that separate the levels, all in mHa, are

| level | $T$, removed | $T$, valence | $T$, core | $X$ | sum |
|---|---|---|---|---|---|
| 1s | 0.22 | −0.58 | −0.05 | 0.00 | −0.40 |
| 2s | 3.66 | −3.31 | −0.39 | 0.02 | −0.03 |
| 2p | 3.35 | −3.08 | −0.36 | 0.03 | −0.07 |

The sums were formed before rounding. Adding $-C=-30.49$ mHa gives $-30.89$, $-30.52$ and $-30.56$ mHa, the same values as the eigenvalue differences to the digits shown.

The exchange-correlation terms are small. Locally, the Slater exchange potential is $v_x=-(3n/\pi)^{1/3}$, where $n=\rho/(4\pi r^2)$. A small change $\Delta n$ therefore gives

$$\Delta v_x=-\frac13\left(\frac3\pi\right)^{1/3}n^{-2/3}\,\Delta n.$$

The density in the core is high, so $n^{-2/3}$ is much smaller than in the valence region. With frozen orbitals the terms $X_i$ would already be only 0.17, 0.22 and 0.28 mHa for 1s, 2s and 2p. Relaxation reduces them further, in two different ways. Over most of the 2s and 2p shells it cancels the larger part of $\Delta n$. Within the 1s shell it does not make $\Delta n$ small: the density rises inside about 0.1 bohr and falls outside, so $\Delta v_{xc}$ changes sign there and the two parts nearly cancel in $X_{1s}$.

### What remains of the argument from radii

The difference between 2s and 1s shows the cancellation. Subtracting the two rows, with more digits than the table displays, gives

$$\Delta\varepsilon_{2s}-\Delta\varepsilon_{1s}=3.44-2.73-0.35+0.01=0.37\ \text{mHa}.$$

The frozen difference of 3.44 mHa is reduced about ninefold. The charge within 1 bohr tells the same story. The removed 3p density takes $2.92\times10^{-3}$ electron out of this sphere. The other valence electrons bring back $2.52\times10^{-3}$ and the core $0.13\times10^{-3}$. A net $0.27\times10^{-3}$ electron is missing.

The sign of $Q$ is not the same throughout the core. The electrostatic term of 1s, $T_{1s}=-0.40$ mHa, can be negative only if $Q$ is negative somewhere within the 1s shell. Electrons have been gained close to the nucleus, although some are missing from the sphere of 1 bohr as a whole. Since its slope is $Q/r^2$, the electrostatic potential change therefore becomes deeper with increasing $r$ over part of the 1s shell, and is rising at 1 bohr, where $Q$ is positive.

The behaviour of orbitals at small $r$ suggests why. An s orbital has $u^2\propto r^2$ and contributes to $Q$ as $r^3$, while the removed p charge contributes as $r^5$. Close enough to the nucleus, a gain in 3s density must outweigh the loss of 3p density. The table supports this reading. The valence response is 2.6 times the removed term for 1s, but only 0.9 times for 2s and 2p. A response with the same radial shape as the removed charge would give one ratio for all three. The 3s and 3p responses were not separated, however, so assigning the gain to 3s remains an inference.

The order of the shifts still follows the mean radii. The 1s shell samples the inner region, where electrons have been gained. The 2s and 2p shells also reach the region where electrons are missing, which raises them relative to 1s. The slightly larger 2s shell falls least. This order is a result for this atom and this model. Since $Q$ changes sign, a larger radius does not by itself guarantee a smaller fall.

## Comparison of the estimate and the solution

The scaling estimate put the common shift at $-40.3$ mHa, while the self-consistent common term is $-30.5$ mHa. Two errors partly compensate. The real 3p orbital has more weight at small $r$ than the ball, which raises $C$ from 40.3 to 48.7 mHa. Contraction of the remaining electrons then lowers it to 30.5 mHa. The estimate is right in size, but it contains neither effect.

For the differences the agreement looks better than it deserves to. The ball gives 0.31 mHa between 2s and 1s, and the relaxed atom gives 0.37 mHa. With frozen orbitals, the situation the ball is meant to describe, the difference is 3.44 mHa. The estimate is then too small by a factor of eleven. A small part of this comes from using $\langle r\rangle^2$ in place of $\langle r^2\rangle$. Averaged over the orbitals, the ball gives 0.36 mHa and the factor is 9.5.

The failure comes from the place of the missing charge more than from its amount. The ball has $0.1/3.723^3=1.9\times10^{-3}$ electron missing within 1 bohr, against $2.9\times10^{-3}$ for the 3p orbital. A factor of 1.5 in charge becomes a factor of about ten in energy because $T_i$ weights $Q$ by $1/s^2$. The 3p charge must lie much closer to the nucleus than an even filling would place it. This is the inner lobe that 3p needs in order to be orthogonal to 2p. The close agreement with the relaxed result comes from two omissions that compensate: the ball leaves out the inner lobe, and it also leaves out the relaxation, which cancels most of the lobe's effect. This cancellation is not peculiar to silicon. In the same model, removing 0.1 of a 3p electron from any atom from aluminium to chlorine gives a relaxed 2s–1s difference about nine to ten times smaller than the frozen one.

Removing twice as much charge, $q=0.2$, gives shifts of $-62.92$, $-62.11$ and $-62.19$ mHa. These are about 2 per cent more than twice the earlier ones, so the response is close to linear but not strictly so. The spread is 1.3 per cent of the mean, and the order is unchanged.

The equality fails when charge is missing among the core shells themselves. Taking 0.1 electron from 2p instead of 3p, again with full relaxation, gives

$$\Delta\varepsilon_{1s}=-134.7,\qquad\Delta\varepsilon_{2s}=-97.9,\qquad\Delta\varepsilon_{2p}=-101.5\ \text{mHa}.$$

The spread is now 33 per cent of the mean. The mean radii suggest the reason. The 1s electron lies inside most of the removed 2p charge, while the 2s and 2p electrons have a good part of it inside their own orbits, which should give them a much larger $T_i$. The terms $C$, $T_i$ and $X_i$ were not evaluated for this case, so this reading is an inference.

The valence levels show the same limitation in the original problem. With 0.1 electron removed from 3p, the 3s and 3p levels fall by 27.4 and 25.1 mHa, clearly less than the core. Their orbitals extend through the region where the charge is missing, so the potential change cannot be treated as constant over them.

The numbers also show what a frozen-core description can be trusted for. The core response contributes 0.62 mHa to a common term of 30.5 mHa, or 2 per cent. Its contribution to the difference between 2s and 1s is $-0.35$ mHa, as large as the final difference itself. If that one entry were deleted and the others kept, the difference would nearly double, from 0.37 to 0.72 mHa. The common shift is insensitive to the small motion of the core, but the splitting between core levels is not.
